# Conductance of a One-Channel Contact Between Normal and Superconducting Electrodes, part 1

(Sections cited here and not found follow in the second part.)

## First half: how an electron comes back as a hole

**Q.** A filament of atomic width joins a normal metal to a superconductor. At zero temperature and vanishing voltage the arriving electrons sit at the Fermi level, in the middle of the gap, where the superconductor has no states. Why is there any conductance?

**A.** The gap forbids a single electron from entering as an excitation. It does not forbid two electrons from joining the condensate of pairs. Seen from the normal side, an electron arrives, takes a second electron with it, and leaves a hole that travels back. This is Andreev reflection. The task is to find its probability when the filament itself also reflects electrons.

The setting is as follows. The filament carries one channel, available to both spins. With both electrodes normal, an electron at the Fermi level passes with probability $T$ and is reflected with probability $R=1-T$. Scattering is elastic and does not depend on spin. The superconductor has an s-wave gap $\Delta$, taken positive, and a phase $\varphi$. Interactions beyond the mean field that produces the gap are neglected.

**Q.** "Takes a second electron with it" is a picture. Which equation says it?

**A.** Mean-field theory replaces the attraction by a term that creates or removes pairs:

$$H_{\rm pair}=\int dx\,\left[\Delta e^{i\varphi}\psi_\uparrow^\dagger\psi_\downarrow^\dagger+\Delta e^{-i\varphi}\psi_\downarrow\psi_\uparrow\right].$$

Let $H_0$ be the one-electron Hamiltonian, with energy measured from the Fermi level. The equation of motion is $i\hbar\,\partial_t\psi=[\psi,H]$. The anticommutation rules give $[\psi_\uparrow,\psi_\uparrow^\dagger\psi_\downarrow^\dagger]=\psi_\downarrow^\dagger$ and $[\psi_\downarrow^\dagger,\psi_\downarrow\psi_\uparrow]=\psi_\uparrow$. Therefore

$$i\hbar\,\partial_t\psi_\uparrow=H_0\psi_\uparrow+\Delta e^{i\varphi}\psi_\downarrow^\dagger,$$
$$i\hbar\,\partial_t\psi_\downarrow^\dagger=-H_0^*\psi_\downarrow^\dagger+\Delta e^{-i\varphi}\psi_\uparrow .$$

The minus sign and the complex conjugate both come from taking the Hermitian conjugate of the equation of motion for $\psi_\downarrow$. For a stationary solution of energy $E$, write $u$ for the amplitude of the spin-up electron and $w$ for that of the spin-down hole:

$$H_0u+\Delta e^{i\varphi}w=Eu,\qquad \Delta e^{-i\varphi}u-H_0^*w=Ew .$$

These are the Bogoliubov–de Gennes equations. In the normal metal $\Delta=0$ and the two amplitudes are independent. In the superconductor they are coupled, and this coupling turns an electron into a hole.

**Q.** Then solve them at the interface. I want to see the phase of the reflected hole, since you will surely add amplitudes later.

**A.** Take a clean interface at $x=0$, with the superconductor at $x>0$ and equal Fermi velocities $v_F$ on both sides. Near the wave number $+k_F$, write $u=e^{ik_Fx}f(x)$ and $w=e^{ik_Fx}g(x)$. With $H_0=-(\hbar^2/2m)\,d^2/dx^2-\hbar^2k_F^2/2m$, differentiation gives

$$H_0u=e^{ik_Fx}\left[-i\hbar v_Ff'-\frac{\hbar^2}{2m}f''\right],\qquad v_F=\frac{\hbar k_F}{m}.$$

The envelope will turn out to vary over the length $\hbar v_F/\Delta$. The second term is then smaller than the first by the factor $\Delta/(2\hbar k_Fv_F)=\Delta/(4E_F)$, where $E_F=\hbar^2k_F^2/2m$. Dropping it is the Andreev approximation, and it needs $\Delta\ll E_F$. What remains at $E=0$ is

$$-i\hbar v_Ff'+\Delta e^{i\varphi}g=0,\qquad i\hbar v_Fg'+\Delta e^{-i\varphi}f=0 .$$

Try $f,g\propto e^{-\kappa x}$. The first equation becomes $i\hbar v_F\kappa f=-\Delta e^{i\varphi}g$, and the second becomes $i\hbar v_F\kappa g=\Delta e^{-i\varphi}f$. Multiplying them gives $-(\hbar v_F\kappa)^2fg=-\Delta^2fg$. The solution that decays into the superconductor thus has $\kappa=\Delta/\hbar v_F$. The first equation then reads $if=-e^{i\varphi}g$, or

$$g=-ie^{-i\varphi}f .$$

On this branch the electron moves to the right, towards the superconductor. The hole has the opposite sign of $H_0$, so it has the opposite velocity and moves away. The ratio just found is therefore the amplitude for an incoming electron to return as a hole. Its modulus is one.

Near $-k_F$ the sign of $v_F$ is reversed. The first equation becomes $i\hbar v_Ff'+\Delta e^{i\varphi}g=0$. With the same decay this is $-if+e^{i\varphi}g=0$, so $f=-ie^{i\varphi}g$. Here the hole moves towards the superconductor and the electron moves away. A hole therefore returns as an electron with amplitude $-ie^{i\varphi}$. One conversion of each kind multiplies the wave by

$$(-ie^{-i\varphi})(-ie^{i\varphi})=-1 .$$

The superconducting phase cancels. The minus sign remains and will decide the result.

**Q.** Your interface is ideal. A real filament meets the superconductor at a junction with different atoms and a different Fermi velocity.

**A.** All normal scattering can be assigned to one scatterer. Between it and the superconductor I insert a short segment of normal metal that has the Fermi velocity of the superconducting electrode. The boundary of this segment with the superconductor is ideal in the sense just used. The velocity step lies on the other side, inside the scatterer. So $T$ must be the transmission of the whole contact with the superconductor driven normal, including the step.

The inserted segment adds no phase at the Fermi level. If its length is $d$, the electron gains $k_Fd$ on the way to the superconductor. The hole keeps the wave number $k_F$ while moving back, and gains $-k_Fd$. The segment may therefore have zero length.

**Q.** You still need the scattering of holes. Why should the filament reflect holes and electrons equally?

**A.** Let the matrix $s$ relate outgoing to incoming electron amplitudes, with velocity factors included so that $s$ is unitary. Side 1 faces the normal electrode and side 2 faces the superconductor. Thus $s_{21}$ is transmission towards the superconductor, and $s_{22}$ is reflection of an electron that comes from the superconductor.

In the normal region the hole obeys $-H_0^*w=Ew$. Taking the complex conjugate gives $H_0w^*=-Ew^*$. So $w^*$ is an electron wave of energy $-E$. Conjugation replaces $e^{ikx}$ by $e^{-ikx}$. Since a hole moves against its wave number, an incoming hole corresponds to an incoming electron, and an outgoing hole to an outgoing electron. Hence $w^*_{\rm out}=s(-E)\,w^*_{\rm in}$, and conjugating back,

$$w_{\rm out}=s^*(-E)\,w_{\rm in}.$$

At the Fermi level holes scatter with $s^*$. The probabilities agree with those of electrons and the phases are opposite. The hole belongs to spin down, so using the same $s$ relies on spin-independent scattering.

**Q.** Now let the particle bounce. Where does it go?

**A.** Send in one electron with unit amplitude from the normal side.

1. It passes the filament with amplitude $s_{21}$ and reaches the superconductor.
2. It returns as a hole, which brings the factor $-ie^{-i\varphi}$.
3. The hole either leaves through the filament, with amplitude $s_{12}^*$, or is sent back with amplitude $s_{22}^*$.
4. A hole sent back returns from the superconductor as an electron, which brings the factor $-ie^{i\varphi}$.
5. This electron leaves with amplitude $s_{12}$, or is sent back with amplitude $s_{22}$. In the latter case the round is complete.

A complete round multiplies the amplitude of the electron that reaches the superconductor by

$$s_{22}(-ie^{i\varphi})s_{22}^*(-ie^{-i\varphi})=-|s_{22}|^2=-R .$$

The phase of $s_{22}$ has cancelled, because the electron and the hole meet the same barrier with opposite phases. The total amplitude of electrons that reach the superconductor is

$$a=s_{21}\left(1-R+R^2-\cdots\right)=\frac{s_{21}}{1+R}=\frac{s_{21}}{2-T}.$$

The series converges for $R<1$, that is for any $T>0$. Each such electron becomes a hole, which leaves with amplitude $s_{12}^*$:

$$r_{he}=-ie^{-i\varphi}\,\frac{s_{12}^*s_{21}}{2-T}.$$

**Q.** To square this you need $|s_{12}|=|s_{21}|$. Is that time-reversal symmetry entering by the back door?

**A.** No. A unitary matrix has normalized rows and columns. The first row gives $|s_{11}|^2+|s_{12}|^2=1$, and the first column gives $|s_{11}|^2+|s_{21}|^2=1$. Subtraction gives $|s_{12}|^2=|s_{21}|^2=T$. The second column gives $|s_{22}|^2=1-T=R$, which I have already used. For a $2\times2$ matrix $s$, with one mode on each side, orbital time-reversal symmetry is not needed. A filament on a wide electrode has many modes on side 2, and a round then multiplies the amplitudes by the matrix $-s_{22}s_{22}^*$. With time-reversal symmetry $s$ is symmetric, so this matrix equals $-s_{22}s_{22}^\dagger$. By unitarity it multiplies the transmitted wave $s_{21}$ by $-R$, and the result below is unchanged. A magnetic flux through the normal region removes that equality, and the formula then fails even though only one channel is open. The probability of Andreev reflection at the Fermi level is

$$R_{he}=|r_{he}|^2=\frac{T^2}{(2-T)^2}.$$

The bounce sum was also carried out term by term for 30 random unitary matrices with no symmetry between $s_{12}$ and $s_{21}$. The largest difference from this formula, and from the formula for $R_{ee}$ below, was $9\times10^{-15}$, which is the level set by rounding and by stopping the sum at an amplitude of $10^{-14}$.

**Q.** Check that nothing has been lost. Where is the electron that does not become a hole?

**A.** It returns as an electron, either by direct reflection or after an even number of conversions. The electron that arrives at the filament from the superconducting side has amplitude $(-ie^{i\varphi})s_{22}^*(-ie^{-i\varphi})a=-s_{22}^*a$. Therefore

$$r_{ee}=s_{11}-\frac{s_{12}s_{22}^*s_{21}}{2-T}.$$

The two rows of $s$ are orthogonal: $s_{11}s_{21}^*+s_{12}s_{22}^*=0$. So $s_{12}s_{22}^*s_{21}=-s_{11}|s_{21}|^2=-s_{11}T$, and

$$r_{ee}=s_{11}\left(1+\frac{T}{2-T}\right)=\frac{2s_{11}}{2-T},\qquad R_{ee}=\frac{4(1-T)}{(2-T)^2}.$$

The sum is

$$R_{ee}+R_{he}=\frac{4-4T+T^2}{(2-T)^2}=1 .$$

This is required, because no excitation can escape into the superconductor at the Fermi level.

**Q.** I am not yet persuaded that interference matters. The conversion at the superconductor is certain. Why not add probabilities?

**A.** Let us do so and compare. The electron enters with probability $T$ and becomes a hole. The hole leaves with probability $T$ or stays with probability $R$. If it stays, it becomes an electron, which stays with probability $R$. The next hole then has its chance. The probability of leaving as a hole would be

$$T\cdot T\left(1+R^2+R^4+\cdots\right)=\frac{T^2}{1-R^2}=\frac{T^2}{(1-R)(1+R)}=\frac{T}{2-T}.$$

The coherent result is the square of this. For a weakly transmitting filament the difference is large: the incoherent sum gives about $T/2$, and the coherent one gives about $T^2/4$.

The reason lies in the sign of the round trip. Without phase memory, an electron that has passed a weak barrier bounces many times, and it finally leaves as a hole or as an electron with almost equal probability. With phase memory, successive rounds contribute with alternating signs. The full sum at the superconductor, $s_{21}/(1+R)$, is then about half of $s_{21}$ for a weakly transmitting filament. The hole has to cross the barrier as well, and its probability contains a second factor $T$.

**Q.** Then loss of phase inside the contact would raise the Andreev probability?

**A.** In this comparison, yes, for $0<T<1$, since $T/(2-T)$ is then less than one and exceeds its own square. The comparison assumes complete loss of phase between bounces and no other change. The coherent formula therefore needs a phase-coherent region between the filament and the superconductor.

**Q.** And the clean-interface amplitude, on which all this rests? You dropped a second derivative to get it.

**A.** It can be computed without that step on a chain of sites, where the Bogoliubov–de Gennes equations are solved by matching waves. With no barrier, equal electrodes, $\varphi=0.7$ and a gap of $10^{-5}$ times the hopping energy, the computed amplitude differs from $-ie^{-i\varphi}$ by $2\times10^{-11}$ in modulus. This confirms the phase, sign included, for a small gap. The difference is of second order in the gap. The first-order effect of the dropped term is a normal reflection amplitude of about $7\times10^{-6}$, which lowers the modulus of the Andreev amplitude by half its square. A barrier makes the neglected terms more visible, and that case is treated once the conductance is in hand.

## Second half: conductance, limits and a vanadium contact

The symbols carried over are these. $T$ is the normal-state transmission of the one-channel contact and $R=1-T$. An electron from the normal side returns as a hole with probability $R_{he}$ and as an electron with probability $R_{ee}$. At the Fermi level

$$R_{he}=\frac{T^2}{(2-T)^2},\qquad R_{ee}=\frac{4(1-T)}{(2-T)^2}.$$

The gap is $\Delta$, the scattering matrix is $s$, and holes scatter with $s^*$. A clean interface converts an electron to a hole with amplitude $-ie^{-i\varphi}$, and a hole to an electron with amplitude $-ie^{i\varphi}$.

**Q.** A probability is not a conductance. You have two spins, electrons and holes, and a charge of two per event. I expect a factor of two to be counted twice.

This part has established that, at the Fermi level, an electron arriving at a phase-coherent one-channel contact returns as a hole with probability $R_{he}=T^2/(2-T)^2$. It remains to turn this probability into a conductance without miscounting factors of two, to examine the limits of the result, and to apply it to a vanadium contact.
